# The Dirac-Coulomb-Breit Hamiltonian: frame dependence and validity through order alpha squared: a program that tests the result

```python
"""
Result under test: the Dirac-Coulomb-Breit (DCB) interaction is not Lorentz
invariant. For two slowly colliding electrons drifting together at beta*c,
its first Born amplitude divided by the invariant one-photon amplitude is
    1 + gamma^2 beta_perp^2 beta_par^2,
and without the Breit term it is 1 + gamma^2 beta_perp^2.
beta_par, beta_perp: drift parts along and across the momentum transfer q,
gamma = 1/sqrt(1-beta^2). In bound states the first missing order is alpha^3,
shown by the imaginary part of retarded photon exchange in a 1s2p pair.
Hartree atomic units, c = 1/alpha; the collision part uses m = c = 1.
"""
import numpy as np
from scipy import constants as const

ALPHA = const.fine_structure
C = 1.0 / ALPHA
TIME_AU = const.physical_constants["atomic unit of time"][0]

I2 = np.eye(2, dtype=complex)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
ALPHAS = np.array([np.kron(SIGMA[0], s) for s in SIGMA])
BETA_MATRIX = np.kron(SIGMA[2], I2)


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


def boost(beta):
    """Matrix giving four-vectors of a system set moving with velocity beta."""
    beta = np.asarray(beta, dtype=float)
    b2 = beta @ beta
    gamma = 1 / np.sqrt(1 - b2)
    matrix = np.eye(4)
    matrix[0, 0] = gamma
    matrix[0, 1:] = matrix[1:, 0] = gamma * beta
    matrix[1:, 1:] += (gamma - 1) * np.outer(beta, beta) / b2
    return matrix


# Simultaneous events, one bohr apart, seen from a moving frame
frame_speed = 0.1
event_gap = boost([frame_speed, 0, 0]) @ np.array([0.0, 1.0, 0.0, 0.0])
print(f"c = {C:.6f} a.u.")
print(f"simultaneous events 1 bohr apart, frame speed {frame_speed} c:")
print(f"  time gap = {event_gap[0] / C:.4e} a.u.")
print(f"  light travel time over 1 bohr = {1 / C:.4e} a.u.")

# Dirac 1s electron carried by a moving nucleus
Z_NUC, V_NUC = 80, 0.3
s_exp = np.sqrt(1 - (Z_NUC * ALPHA) ** 2)
to_rest = boost([-V_NUC, 0, 0])
rapidity = np.arctanh(V_NUC)
spinor_boost = (np.cosh(rapidity / 2) * np.eye(4)
                + np.sinh(rapidity / 2) * ALPHAS[0])


def moving_1s(x):
    """Boosted 1s spinor at x = (c*t, x, y, z), unnormalized."""
    y = to_rest @ x
    r = np.linalg.norm(y[1:])
    up = np.array([1, 0], dtype=complex)
    sigma_r = np.einsum("i,ijk->jk", y[1:] / r, SIGMA)
    low = 1j * C * (1 - s_exp) / Z_NUC * (sigma_r @ up)
    radial = r ** (s_exp - 1) * np.exp(-Z_NUC * r)
    phase = np.exp(-1j * s_exp * C * y[0])
    return spinor_boost @ np.concatenate([up, low]) * radial * phase


def derivative(f, x, axis, h=1e-4):
    e = np.zeros(4)
    e[axis] = h
    return (8 * (f(x + e) - f(x - e)) - f(x + 2 * e) + f(x - 2 * e)) / (12 * h)


point = np.array([0.004, 0.021, 0.013, -0.017])
psi = moving_1s(point)
phi_moving = (1 / np.sqrt(1 - V_NUC ** 2) * Z_NUC
              / np.linalg.norm((to_rest @ point)[1:]))
free_part = 1j * C * derivative(moving_1s, point, 0) - C ** 2 * BETA_MATRIX @ psi
for axis in range(3):
    free_part += 1j * C * ALPHAS[axis] @ derivative(moving_1s, point, axis + 1)
scalar_only = free_part + phi_moving * psi
with_vector = scalar_only - V_NUC * phi_moving * ALPHAS[0] @ psi
scale = np.linalg.norm(phi_moving * psi)
res_full = np.linalg.norm(with_vector) / scale
res_scalar = np.linalg.norm(scalar_only) / scale
assert res_full < 1e-6
assert res_scalar > 0.1
print(f"moving nucleus Z = {Z_NUC}, speed {V_NUC} c, Dirac 1s residual / |phi psi|:")
print(f"  with phi and A = {res_full:.1e}; with phi only = {res_scalar:.4f}")

# Fourier transform of the Breit tensor, zz element, smeared by a Gaussian
shift, width = 1.5, 0.7
mu, w_mu = gauss(100, -1, 1)
r, w_r = gauss(160, 0, 10)
cloud = (np.exp(-(r[:, None] ** 2 + shift ** 2 - 2 * shift * r[:, None] * mu)
                / (2 * width ** 2)) / (2 * np.pi * width ** 2) ** 1.5)
breit_position = 2 * np.pi * w_r @ (cloud * r[:, None] * (1 + mu ** 2) / 2) @ w_mu
q, w_q = gauss(160, 0, 14)
breit_momentum = w_q @ (np.exp(-(q[:, None] * width) ** 2 / 2) * (1 - mu ** 2)
                        * np.cos(q[:, None] * shift * mu)) @ w_mu / np.pi
assert abs(breit_position - breit_momentum) < 1e-9
print(f"smeared Breit tensor zz: position space {breit_position:.8f} a.u.,")
print(f"  momentum space {breit_momentum:.8f} a.u.")


# Two-electron collision with explicit Dirac spinors
def spinors(four_momentum):
    energy, p = four_momentum[0], four_momentum[1:]
    sigma_p = np.einsum("i,ijk->jk", p, SIGMA)
    return np.vstack([(energy + 1) * I2, sigma_p]) / np.sqrt(energy + 1)


def current(p_in, p_out):
    vertices = [np.eye(4)] + list(ALPHAS)
    return np.array([spinors(p_out).conj().T @ v @ spinors(p_in)
                     for v in vertices])


def collision(p, beta=None):
    """Spin-summed amplitude sizes: one-photon, Coulomb, Coulomb+Breit."""
    energy, a = np.sqrt(1 + p * p), p / np.sqrt(2)
    momenta = np.array([[energy, a, 0, a], [energy, a, 0, -a],
                        [energy, -a, 0, -a], [energy, -a, 0, a]])
    if beta is not None:
        momenta = momenta @ boost(beta).T
    in1, out1, in2, out2 = momenta
    transfer = in1 - out1
    omega, qvec = transfer[0], transfer[1:]
    q2 = qvec @ qvec
    j1, j2 = current(in1, out1), current(in2, out2)
    charge = np.einsum("ab,cd->abcd", j1[0], j2[0])
    dot = np.einsum("iab,icd->abcd", j1[1:], j2[1:])
    along = np.einsum("i,iab,j,jcd->abcd", qvec, j1[1:], qvec, j2[1:]) / q2
    photon = (charge - dot) / (q2 - omega ** 2)
    coulomb = charge / q2
    breit = coulomb - (dot - along) / q2
    sizes = np.array([np.linalg.norm(m) for m in (photon, coulomb, breit)])
    return sizes, omega, qvec


direction = np.array([0, 1, 1]) / np.sqrt(2)
slow = 1e-4
at_rest, omega_rest, _ = collision(slow)
assert abs(omega_rest) < 1e-15
assert abs(at_rest[2] / at_rest[0] - 1) < 1e-10
fast_rest = collision(0.5)[0]
assert abs(fast_rest[2] / fast_rest[0] - 1) < 1e-10
print("amplitude error relative to one-photon exchange (spinors | formula):")
for speed in (0.1, 0.2, 0.5):
    beta = speed * direction
    sizes, omega, qvec = collision(slow, beta)
    assert abs(sizes[0] / at_rest[0] - 1) < 1e-8
    assert abs(omega - beta @ qvec) < 1e-13
    par2 = (beta @ qvec) ** 2 / (qvec @ qvec)
    perp2 = speed ** 2 - par2
    gamma2 = 1 / (1 - speed ** 2)
    err_c, err_b = sizes[1:] / sizes[0] - 1
    law_c, law_b = gamma2 * perp2, gamma2 * perp2 * par2
    assert abs(err_c - law_c) < 1e-7 and abs(err_b - law_b) < 1e-7
    print(f"  drift {speed} c: beta_par^2 = {par2:.6f}, beta_perp^2 = {perp2:.6f}")
    print(f"    Coulomb {err_c:.6f} | {law_c:.6f}")
    print(f"    Coulomb+Breit {err_b:.4e} | {law_b:.4e}")

errors = []
for factor in (1.0, 0.5):
    sizes = collision(0.04 * factor, 0.1 * factor * direction)[0]
    errors.append(np.abs(sizes[1:] / sizes[0] - 1))
powers = np.log2(errors[0] / errors[1])
assert abs(powers[0] - 2) < 0.1 and abs(powers[1] - 4) < 0.1
print(f"power of velocity in error: Coulomb {powers[0]:.3f}, "
      f"Coulomb+Breit {powers[1]:.3f}")


# Retarded exchange in a 1s2p pair with hydrogenic orbitals
def transition_current(k, charge):
    return np.sqrt(2) * charge ** 5 / (k * k + 2.25 * charge ** 2) ** 2


def transverse_exchange(charge, c):
    """Instantaneous part and complex retardation correction, in hartree."""
    kappa = 3 * charge ** 2 / (8 * c)
    log_k, step = np.linspace(-45, 14, 6001, retstep=True)
    k_real = np.exp(log_k)
    k_ray = k_real * np.exp(-1j * np.pi / 6)   # passes below the pole
    front = -4 / (3 * np.pi * c ** 2)
    instant = front * step * np.sum(k_real * transition_current(k_real, charge) ** 2)
    retard = front * kappa ** 2 * step * np.sum(
        k_ray * transition_current(k_ray, charge) ** 2 / (k_ray ** 2 - kappa ** 2))
    return instant, retard


def dipole_and_coulomb(charge):
    r, w = gauss(160, 0, 40 / charge)
    t, wt = gauss(60, 0, 1)

    def product(x):
        return (2 * charge ** 1.5 * np.exp(-charge * x) * charge ** 2.5 * x
                * np.exp(-charge * x / 2) / (2 * np.sqrt(6)) * x ** 2)
    dipole = w @ (product(r) * r) / np.sqrt(3)
    inner = product(r[:, None] * t) @ (wt * t)
    return dipole, 2 / 3 * w @ (product(r) * inner)


# Transition current from its definition, photon along the polar axis
Z = 2
k_test = 1.0
r, w_r = gauss(120, 0, 15)
phi = 2 * np.pi * np.arange(16) / 16
R, M, P = np.meshgrid(r, mu, phi, indexing="ij")
z = R * np.sqrt(1 - M ** 2) * np.cos(P)
orb_1s = Z ** 1.5 / np.sqrt(np.pi) * np.exp(-Z * R)
grad_2p = (Z ** 2.5 / (4 * np.sqrt(2 * np.pi)) * (1 - Z * z ** 2 / (2 * R))
           * np.exp(-Z * R / 2))
values = np.exp(-1j * k_test * R * M) * orb_1s * grad_2p * R ** 2
direct_current = np.einsum("i,j,ijk->", w_r, w_mu, values) * 2 * np.pi / 16
assert abs(direct_current - transition_current(k_test, Z)) < 1e-9

omega = 3 * Z ** 2 / 8
dipole, coulomb_k = dipole_and_coulomb(Z)
instant, retard = transverse_exchange(Z, C)
gamma_one = 4 / 3 * omega ** 3 * dipole ** 2 / C ** 3
assert abs(retard.imag / (-2 / 3 * ALPHA ** 3 * omega ** 3 * dipole ** 2) - 1) < 2e-4

# Golden-rule rates of the singlet and triplet spatial states
one_dipole = np.array([[0, dipole], [dipole, 0]])
total_dipole = np.kron(one_dipole, np.eye(2)) + np.kron(np.eye(2), one_dipole)
ground = np.array([1, 0, 0, 0])
rates = []
for sign in (1, -1):
    state = np.array([0, 1, sign, 0]) / np.sqrt(2)
    rates.append(4 / 3 * omega ** 3 * (ground @ total_dipole @ state) ** 2 / C ** 3)
assert abs((rates[0] - gamma_one) / (-2 * retard.imag) - 1) < 2e-4
assert abs((rates[1] - gamma_one) / (2 * retard.imag) - 1) < 2e-4

instant2, retard2 = transverse_exchange(Z, 2 * C)
orders = np.log2([instant / instant2, retard.imag / retard2.imag,
                  retard.real / retard2.real])
assert np.allclose(orders, [2, 3, 4], atol=2e-3)
print(f"1s2p pair, Z = {Z}: omega = {omega:.4f} hartree, dipole = {dipole:.6f} a.u.")
print(f"  Coulomb exchange = {coulomb_k:.6e} hartree")
print(f"  instantaneous Breit exchange = {instant:.6e} hartree")
print(f"  imaginary retarded part = {retard.imag:.6e} hartree")
print(f"  real retardation part = {retard.real:.6e} hartree")
print(f"  powers of alpha: {orders[0]:.4f}, {orders[1]:.4f}, {orders[2]:.4f}")
print(f"  one-electron decay rate = {gamma_one / TIME_AU:.4e} 1/s")
print(f"  singlet rate = {rates[0] / TIME_AU:.4e} 1/s, "
      f"triplet rate = {rates[1] / TIME_AU:.1e} 1/s")
print("parts divided by Coulomb exchange (Breit, imaginary, real retardation):")
for charge in (2, 80):
    k_c = dipole_and_coulomb(charge)[1]
    part, late = transverse_exchange(charge, C)
    print(f"  Z = {charge}: {part / k_c:.3e}, {late.imag / k_c:.3e}, "
          f"{late.real / k_c:.3e}")
    # the ratios may depend on Z and alpha only through their product
    part_s, late_s = transverse_exchange(1, C / charge)
    k_s = dipole_and_coulomb(1)[1]
    assert np.allclose([part / k_c, late / k_c], [part_s / k_s, late_s / k_s],
                       rtol=1e-7, atol=0)

# False pair shift of an unprojected Breit operator, electrons 1 bohr apart
breit_matrix = -0.5 * (sum(np.kron(a, a) for a in ALPHAS)
                       + np.kron(ALPHAS[2], ALPHAS[2]))
rest = C ** 2 * (np.kron(BETA_MATRIX, np.eye(4)) + np.kron(np.eye(4), BETA_MATRIX))
pair_shifts = np.linalg.eigvalsh(rest + breit_matrix)[-4:] - 2 * C ** 2
spin_matrix = 0.5 * (sum(np.kron(s, s) for s in SIGMA) + np.kron(SIGMA[2], SIGMA[2]))
spin_values = np.linalg.eigvalsh(spin_matrix)
expected = np.sort(spin_values ** 2) / (4 * C ** 2)
assert np.allclose(np.sort(pair_shifts), expected, rtol=0, atol=1e-9)
positive = np.where(np.isclose(np.diag(rest).real, 2 * C ** 2))[0]
assert np.allclose(breit_matrix[np.ix_(positive, positive)], 0)
print(f"unprojected Breit, 1 bohr apart: largest false shift = "
      f"{pair_shifts[-1]:.4e} hartree")
print(f"  alpha^2 = {ALPHA ** 2:.4e}, alpha^3 = {ALPHA ** 3:.4e}")
print("tests ok")
```

Running it gives:

```
c = 137.035999 a.u.
simultaneous events 1 bohr apart, frame speed 0.1 c:
  time gap = 7.3341e-04 a.u.
  light travel time over 1 bohr = 7.2974e-03 a.u.
moving nucleus Z = 80, speed 0.3 c, Dirac 1s residual / |phi psi|:
  with phi and A = 5.7e-09; with phi only = 0.3000
smeared Breit tensor zz: position space 0.52971823 a.u.,
  momentum space 0.52971823 a.u.
amplitude error relative to one-photon exchange (spinors | formula):
  drift 0.1 c: beta_par^2 = 0.005025, beta_perp^2 = 0.004975
    Coulomb 0.005025 | 0.005025
    Coulomb+Breit 2.5252e-05 | 2.5252e-05
  drift 0.2 c: beta_par^2 = 0.020408, beta_perp^2 = 0.019592
    Coulomb 0.020408 | 0.020408
    Coulomb+Breit 4.1649e-04 | 4.1649e-04
  drift 0.5 c: beta_par^2 = 0.142857, beta_perp^2 = 0.107143
    Coulomb 0.142857 | 0.142857
    Coulomb+Breit 2.0408e-02 | 2.0408e-02
power of velocity in error: Coulomb 2.006, Coulomb+Breit 4.010
1s2p pair, Z = 2: omega = 1.5000 hartree, dipole = 0.372468 a.u.
  Coulomb exchange = 3.414114e-02 hartree
  instantaneous Breit exchange = -1.038892e-05 hartree
  imaginary retarded part = -1.212922e-07 hartree
  real retardation part = 9.681039e-10 hartree
  powers of alpha: 2.0000, 2.9999, 4.0000
  one-electron decay rate = 1.0029e+10 1/s
  singlet rate = 2.0059e+10 1/s, triplet rate = 3.9e-23 1/s
parts divided by Coulomb exchange (Breit, imaginary, real retardation):
  Z = 2: -3.043e-04, -3.553e-06, 2.836e-08
  Z = 80: -4.869e-01, -2.090e-01, 6.816e-02
unprojected Breit, 1 bohr apart: largest false shift = 5.3251e-05 hartree
  alpha^2 = 5.3251e-05, alpha^3 = 3.8859e-07
tests ok
```
